Fröhlich coupling from lattice polarisation and the two permittivities, part 2

An electron in a cubic polar crystal with two ions per cell interacts with the electric potential made by the ions' longitudinal optical motion. Part 1 derived this coupling classically; here the ionic field is quantised.

Atomic units are used in the algebra: ħ = e = m_e = 4πε_vac = 1. The electron has charge −1. The displacement field is D = E + 4πP.

The relative displacement of the two ions is s = u1 − u2, and w = s √(μ/Ω), with μ the reduced mass and Ω the cell volume. Here w(r) denotes the longitudinal part of this field, and φ_w is the potential it produces. ω_LO and ω_TO are the longitudinal and transverse optical frequencies at long wavelength. ε∞ and ε0 are the permittivities with clamped ions and with ions free to move at fixed strain, and Δ = 1/ε∞ − 1/ε0. Z* is the Born charge, and γ = Z*/√(μΩ) is the polarisation per unit w at E = 0. In silicon and germanium symmetry makes Z* = 0.

The classical results needed are

energy density of free phonons: ½ẇ² + ½ω_LO² w²,
potential of the ions: ∇φ_w = 4πγw/ε∞,
energy of an electron at r: H_int = −φ_w(r),
coupling constant: γ² = ω_LO² ε∞² Δ/(4π) = Z*²/(μΩ),
frequencies: ω_LO² = ω_TO² ε0/ε∞.

The repulsion of two electrons with clamped ions is 1/(ε∞r).

A microscopic model lattice serves as a test. It is zincblende with cubic cell edge 5.60 Å, ionic charges ±0.60 e, polarisabilities 3.0 and 4.5 Å³, masses 70 and 75 atomic mass units, and force constants on each ion adding up to 11.0 eV/Å². It has ε∞ = 8.547, ε0 = 10.527, Z* = 2.11 e, and transverse and longitudinal phonon energies 0.03270 and 0.03629 eV. These parameters stand for no material. Along a cube axis its lowest phonon branch turns unstable near q = 0.24 Å⁻¹.

### Normal modes

Let the crystal be a periodic box of volume V. A longitudinal field is expanded as

w(r) = V^(−1/2) Σ_q i q̂ Q_q e^{iq·r},

where q̂ is the unit vector along q. The term q = 0 is left out: it has no direction of propagation, and a periodic box must be neutral as a whole. The factor i is a convention that keeps the later formulas simple. Since q̂ changes sign with q, w is real if Q_{−q} = Q_q†. The integral of w² keeps the pairs q and −q, for which (i q̂)·(−i q̂) = 1:

∫ w² d³r = Σ_q Q_q Q_{−q}.

The Lagrangian is therefore

L = ½ Σ_q (Q̇_q Q̇_{−q} − ω_LO² Q_q Q_{−q}).

Each product occurs twice in the sum, once for q and once for −q, so the momentum conjugate to Q_q is Π_q = Q̇_{−q}. The commutator [Q_q, Π_q′] = iδ_qq′ is satisfied by

Q_q = (b_q + b†_{−q})/√(2ω_LO),
Π_q = i√(ω_LO/2) (b†_q − b_{−q}),

with [b_q, b†_q′] = δ_qq′. Indeed the product of the prefactors is i/2, and the two nonzero commutators, [b_q, b†_q′] and −[b†_{−q}, b_{−q′}], each give δ_qq′.

Inserted into the energy, the two parts for one q are

½ω_LO² Q_qQ_{−q} = (ω_LO/4)(b_q + b†_{−q})(b_{−q} + b†_q),
½Π_qΠ_{−q} = −(ω_LO/4)(b†_q − b_{−q})(b†_{−q} − b_q).

In their sum the products of two annihilation operators cancel, as do those of two creation operators. What is left is (ω_LO/4)(b_qb†_q + b†_qb_q + b_{−q}b†_{−q} + b†_{−q}b_{−q}). Summing over q, where −q may be renamed q, gives

H_ph = Σ_q ω_LO (b†_q b_q + ½).

The factor 1/√(2ω_LO) sets the strength of the quantum coupling. For a single oscillator of unit mass it means that the squared matrix element of the coordinate between the ground state and the first excited state is 1/(2ω). This was tested by solving the oscillator on a grid.

### The coupling

The potential is written φ_w(r) = Σ_q φ_q e^{iq·r}. The relation ∇φ_w = 4πγw/ε∞ becomes, for each q,

i q q̂ φ_q = (4πγ/ε∞) V^(−1/2) i q̂ Q_q,

so that

φ_q = 4πγQ_q/(ε∞ q √V).

The factor 1/q arises because a given polarisation produces a given field, and the potential is the field summed over a length of order 1/q. The underlying electrostatic relation was tested by adding up the Coulomb potentials of the charged sheets that make up a polarisation wave: for unit amplitude of P the potential has amplitude 4π/q.

Multiplication by the electron charge −1 and insertion of Q_q give

H_int = Σ_q M_q e^{iq·r}(b_q + b†_{−q}),
M_q = −4πγ/(ε∞ q √(2ω_LO V)).

The square is

|M_q|² = 16π²γ²/(2ω_LO ε∞² q² V)
   = (8π²/(ω_LO ε∞² q² V)) · ω_LO² ε∞² Δ/(4π)
   = 2πω_LO Δ/(V q²).

Written out in full,

|M_q|² = (2πω_LO/(V q²)) (1/ε∞ − 1/ε0).

This is the Fröhlich coupling. The sign of M_q is opposite to that of γ, and both change if the two ions exchange their labels. A rate that contains |M_q|² alone does not depend on it.

For SI units, restore the Coulomb constant e²/(4πε_vac), which was set to one, and write the phonon energy as ħω_LO. The factor 2π becomes 2πe²/(4πε_vac) = e²/(2ε_vac):

|M_q|² = (e²ħω_LO/(2ε_vac V q²)) (1/ε∞ − 1/ε0).

Here |M_q| is an energy. If the code uses angular frequencies, one factor ħ belongs in the numerator, as shown. The SI form was tested against the converted atomic-unit form.

### Equivalent inputs

It is useful to separate the part that depends on neither volume nor wavevector,

S = V q² |M_q|² = 2πω_LO Δ.

If ε0 is not available, the relation ω_LO² = ω_TO² ε0/ε∞ gives 1/ε0 = ω_TO²/(ε∞ω_LO²), hence

Δ = (1 − ω_TO²/ω_LO²)/ε∞.

If a calculation supplies the Born charge instead, the first line of the square above gives

S = 8π²γ²/(ω_LO ε∞²) = 8π²Z*²/(μΩ ε∞² ω_LO).

The three forms are equal for a consistent set of data from one polar mode. Mixed sources can disagree noticeably, because Δ is a small difference. For small changes,

dΔ/Δ = −[ε0/(ε0 − ε∞)] dε∞/ε∞ + [ε∞/(ε0 − ε∞)] dε0/ε0.

For ε∞ = 11 and ε0 = 13 the brackets are 6.5 and 5.5. A change of ε∞ by +1 % of its value at fixed ε0 thus lowers S by about 6.5 % of its value.

### Worked example

Take the round model parameters ε∞ = 11, ε0 = 13 and ħω_LO = 0.036 eV, which stand for no material. Then

Δ = 1/11 − 1/13 = 2/143 = 0.01399,
ħω_TO = 0.036 eV × √(11/13) = 0.0331 eV.

In eV and Å the Coulomb constant is 14.40 eV Å, so

S = 2π × 14.40 × 0.036 × 0.01399 = 0.0456 eV² Å.

In atomic units this is 1.16 × 10⁻⁴ hartree² bohr.

In a periodic cube of edge 100 Å the smallest nonzero wavevector is q = 2π/100 = 0.06283 Å⁻¹. With V = 10⁶ Å³,

V q² = 10⁶ × 0.06283² = 3.95 × 10³ Å,
|M_q|² = 0.0456/(3.95 × 10³) = 1.15 × 10⁻⁵ eV²,
|M_q| = 0.0034 eV.

This last energy belongs to the chosen box and is not a property of the crystal. At fixed q it falls as V^(−1/2), while the number of modes grows as V.

### Sums over wavevectors

The occupation of a mode enters through the ladder operators. If the mode involved holds N phonons, absorption has the squared matrix element |M_q|²N and emission |M_q|²(N + 1), for plane-wave electron states. With the convention used here, the term b_q e^{iq·r} absorbs a phonon q and adds q to the electron wavevector. The term b†_{−q} e^{iq·r} emits a phonon −q and also adds q. Total wavevector is conserved in both.

For a smooth function f(q), the sum over modes becomes

Σ_q |M_q|² f(q) = (V/(2π)³) ∫ (S/(V q²)) f(q) d³q = (S/(2π)³) ∫ f(q) dq dΩ_q,

where dΩ_q is the element of solid angle. The volume cancels, and the factor q² of the volume element removes the singularity at q = 0. The coupling favours small wavevectors, but the sum remains finite there.

On a cubic grid of spacing 2π/L, with L the edge of the box, the cell around q = 0 needs care. Replace it by a sphere of equal volume and radius q_c, so that (4π/3)q_c³ = (2π/L)³ and q_c ≈ 0.62 × 2π/L. The mean of 1/q² over this sphere is

4πq_c/((4π/3)q_c³) = 3/q_c².

This value may stand for 1/q² in that cell if f varies little across it. The sphere is an approximation to the cube. A further error comes from the surrounding cells, where 1/q² at the centre differs from its mean over the cell. For a smooth f it shrinks in proportion to the grid spacing. An f that contains the condition of energy conservation does not vary slowly in this sense, and a finer grid or an analytic integration over the angle is then needed.

### Static charges and double counting

Fixed charges give a check of the prefactor that involves no scattering theory. For electrons at rest at positions r_j let ρ_q = Σ_j e^{iq·r_j}, so that ρ_{−q} = ρ_q*. M_q is real and even in q. Renaming −q as q in the creation terms, each mode has the energy

ω_LO b†_q b_q + M_q(ρ_q b_q + ρ_q* b†_q).

With B_q = b_q + M_qρ_q*/ω_LO this equals

ω_LO B†_q B_q − M_q²|ρ_q|²/ω_LO.

The operator B_q obeys the same commutation rules as b_q, so the lowest energy is the last term. It was tested by diagonalising one such mode.

For two electrons a distance r apart, |ρ_q|² = 2 + 2cos(q·r). The constant 2 is the sum of two self-energies. The cosine gives the interaction

U_ph(r) = −(2/ω_LO) Σ_q M_q² cos(q·r)
   = −(2/ω_LO)(S/(2π)³) · 4π ∫₀^∞ [sin(qr)/(qr)] dq
   = −(S/(π²ω_LO)) · π/(2r)
   = −Δ/r.

The average of cos(q·r) over all directions is sin(qr)/(qr), and its integral over q is π/(2r). Added to the repulsion with clamped ions, this yields

1/(ε∞r) − (1/ε∞ − 1/ε0)/r = 1/(ε0r).

The phonons thus supply the ionic part of the static screening. In the worked example, at r = 50 Å, the repulsion with clamped ions is 14.40/(11 × 50) = 0.0262 eV. The phonon part is −14.40 × 0.01399/50 = −0.0040 eV, and the sum is 0.0222 eV, equal to 14.40/(13 × 50) eV. The prefactor was tested by numerical integration over q.

A simulation that treats the phonons explicitly, including their virtual exchange, must therefore start from 1/(ε∞r) between the carriers. If the interaction is taken as 1/(ε0r), the static phonon exchange is already included and must not be added again.

The self-energy of one charge at rest is −Σ_q M_q²/ω_LO = −Δq_max/π when the sum is cut off at q_max. It grows with the cutoff because the continuum model has no smallest length. It is not a prediction for a conduction electron, which is not fixed at one position.

### The coupling of a microscopic lattice

The lattice of polarisable ions described at the end of Part 1 also gives the coupling without the two permittivities. Let the longitudinal eigenmode at wavevector q have frequency ω, and let d be the component along q of the dipole moment of one cell per unit of the mass-weighted eigenvector. With N_c = V/Ω cells, the mode coordinate Q enters each displacement with a factor 1/√N_c. The polarisation amplitude is dQ/(Ω√N_c) and the potential amplitude is 4π/q times as large. The squared matrix element of Q is 1/(2ω), so

V q²|M_q|² = V (4π)²|d|²/(Ω²N_c · 2ω) = (4π)²|d|²/(2ωΩ).

At long wavelength the eigenmode gives 0.0723 eV² Å. The Fröhlich formula, with the permittivities found from the response to a field, gives

2π × 14.40 × 0.03629 × (1/8.547 − 1/10.527) = 0.0723 eV² Å.

The two were required to agree within 10⁻⁴ of the formula value, and they did.

At finite q they separate. Along a cube axis the ratio of the eigenmode value to the long-wavelength formula is 1.004 at q = 0.056 Å⁻¹, 1.017 at 0.112 Å⁻¹ and 1.071 at 0.224 Å⁻¹. Doubling q multiplies the departure by about four. A quadratic law is expected. Along a fixed line through q = 0 the lattice equations are smooth in the signed wavevector, and reversing q turns them into their complex conjugates and leaves |M_q|² unchanged, so that no linear term can occur. The quadratic growth was tested at smaller q. The last of the three wavevectors lies at the edge of the range in which the model lattice is stable. The sign and size of the departure belong to this model, and nothing here shows that they carry over to other crystals.

### Conditions of use

The formula gives the leading term at long wavelength. Large scattering wavevectors, such as those between different valleys, lie outside its derivation, and there the coupling must come from a microscopic calculation.

The electron was treated as a point charge with plane-wave states. Between Bloch states of wavevectors k and k + q, the smooth potential e^{iq·r} has as its matrix element the overlap of the two cell-periodic parts. |M_q|² must be multiplied by the squared modulus of this overlap. It tends to one for small q within a single nondegenerate band, and it can differ from one where bands mix.

Free carriers have been left out. A dense carrier gas responds to the ionic field and changes both the potential and the longitudinal frequency. Dividing M_q by a static screening function assumes that the carriers follow the phonon without delay, which has to be justified for the density at hand.

With more than two atoms per cell, or in an alloy with several polar branches, Δ measures the combined ionic response. The derivation assigned all of it to one frequency, and with several branches it has to be divided among them. In crystals of lower symmetry the permittivities and the Born charge are tensors, and the coupling depends on the direction of q.

Near an interface, in a thin layer or in a narrow wire, plane waves in a uniform box are not the normal modes. The relation H_int = −φ_w still applies within each material, but φ_w must satisfy the boundary conditions on the potential and on the normal component of D. In a transistor channel this can matter when the distance to the interface is comparable with 1/q or smaller.

The coupling treated here is the one carried by the macroscopic field. The change of the band energy through local distortion of the bonds, and the piezoelectric field of acoustic modes, are separate contributions. The first of them is present in silicon and germanium as well, where the Fröhlich term vanishes by symmetry. The values used in this appendix are listed in the numerical output that follows.

Computed values

```
WORKED EXAMPLE (round model parameters)
eps_inf = 11.0, eps_0 = 13.0 (no unit)
LO phonon energy = 0.0360 eV
TO phonon energy = 0.0331 eV
1/eps_inf - 1/eps_0 = 0.013986 (no unit)
V q^2 |M|^2 = 0.04555 eV^2 angstrom
V q^2 |M|^2 = 1.1626e-04 hartree^2 bohr
cube edge = 100.0 angstrom
smallest q in cube = 0.06283 1/angstrom
|M|^2 at this q = 1.1539e-05 eV^2
|M| at this q = 0.00340 eV
distance of two static electrons = 50.0 angstrom
repulsion with clamped ions = 0.02618 eV
phonon-mediated part = -0.00403 eV
sum = 0.02215 eV
LATTICE TEST (round model parameters)
cubic cell edge = 5.60 angstrom
ion charges = +/-0.60 e
total spring constant = 11.0 eV/angstrom^2
polarisabilities = 3.0, 4.5 angstrom^3
masses = 70.0, 75.0 atomic mass units
lattice eps_inf = 8.5470, eps_0 = 10.5272 (no unit)
Born charge = 2.1094 e
lattice TO energy = 0.03270 eV
lattice LO energy = 0.03629 eV
V q^2 |M|^2 from eigenmode = 0.07226 eV^2 angstrom
V q^2 |M|^2 from formula = 0.07226 eV^2 angstrom
ratio eigenmode/formula at finite q along a cube axis:
q = 0.0561 1/angstrom (0.05 of 2 pi/edge): ratio = 1.0043
q = 0.1122 1/angstrom (0.10 of 2 pi/edge): ratio = 1.0173
q = 0.2244 1/angstrom (0.20 of 2 pi/edge): ratio = 1.0708
```
